# Mott Thermopower of a Degenerate Isotropic Kane Band with Constant Relaxation Time, part 1

(Sections cited here and not found follow in the second part.)

## I. The theorem and its proof

**Theorem.** Let conduction electrons of charge $-e$, with $e>0$, occupy one isotropic Kane band with twofold spin degeneracy,

$$\gamma(E)\equiv E(1+\alpha E)=\frac{\hbar^2k^2}{2m_0},\qquad \alpha\ge 0, \tag{1}$$

where $E$ is measured from the band edge and $m_0$ is the band-edge mass. Let collisions be described by a relaxation time $\tau$ that does not depend on energy. If $k_BT\ll E_F$, the thermopower to first order in temperature is

$$S=-\frac{\pi^2k_B^2T}{3e}\left[\frac{3}{2}\,\frac{1+2\alpha E_F}{E_F(1+\alpha E_F)}-\frac{2\alpha}{1+2\alpha E_F}\right]. \tag{2}$$

The second term in the bracket is $-d\ln m_t/dE$ at the Fermi energy, where $m_t=\hbar k/v=m_0(1+2\alpha E)$ is the transport mass. For $\alpha\to0$ the parabolic result follows:

$$S=-\frac{\pi^2k_B^2T}{2eE_F}. \tag{3}$$

The remaining assumptions are those of linear transport. The material is homogeneous, and the band edge, measured relative to the electrostatic energy, is taken to be the same everywhere, so any shift of the edge with temperature is neglected. The gradients are small, the state is steady, there is no magnetic field, and the phonons are in local equilibrium, which excludes phonon drag. The constant $\tau$ may depend on temperature or on doping. It may not depend on the energy of the electron being scattered.

The proof has four parts: the velocity, the open-circuit condition, the conductivity of one energy shell, and the low-temperature expansion.

**Lemma 1 (velocity and transport mass).** In the band (1),

$$v=\frac1\hbar\frac{dE}{dk}=\frac{\hbar k}{m_0(1+2\alpha E)},\qquad m_t\equiv\frac{\hbar k}{v}=m_0(1+2\alpha E). \tag{4}$$

*Proof.* Differentiate (1) with respect to $k$. The left side gives $(1+2\alpha E)\,dE/dk$ by the chain rule, and the right side gives $\hbar^2k/m_0$. Division by $\hbar(1+2\alpha E)$ gives the velocity, and the definition of $m_t$ gives the mass. $\square$

**Remark 1 (which mass).** The transport mass differs from the mass defined by the curvature of $E(k)$ along $\mathbf k$. To see this, write $dE/dk=\hbar^2k/m_t$ and differentiate again, using $dm_t/dk=2\alpha m_0\,dE/dk=2\alpha m_0\hbar^2k/m_t$:

$$\frac{d^2E}{dk^2}=\frac{\hbar^2}{m_t}-\frac{\hbar^2k}{m_t^2}\,\frac{2\alpha m_0\hbar^2k}{m_t}
=\frac{\hbar^2}{m_t}\left[1-\frac{2\alpha m_0\hbar^2k^2}{m_t^2}\right].$$

Equation (1) gives $\hbar^2k^2=2m_0\gamma$, so the subtracted term is $4\alpha\gamma\,m_0^2/m_t^2$. Squaring $1+2\alpha E$ gives

$$(1+2\alpha E)^2=1+4\alpha E+4\alpha^2E^2=1+4\alpha\gamma. \tag{5}$$

The bracket is therefore $1-4\alpha\gamma/(1+4\alpha\gamma)=1/(1+2\alpha E)^2$. The longitudinal curvature mass is $\hbar^2/(d^2E/dk^2)=m_0(1+2\alpha E)^3$, which exceeds $m_t$ when $\alpha E>0$. Lemma 3 shows that the conductivity contains $m_t$.

**Lemma 2 (open-circuit condition).** Let $\mathcal F$ be the electric field along $x$, and let

$$\mathcal E=\mathcal F+\frac1e\frac{d\mu}{dx} \tag{6}$$

be the electrochemical field, with the chemical potential $\mu$ measured from the local band edge. Define $S$ by $\mathcal E=S\,dT/dx$ at zero current. Then

$$S=-\frac{\displaystyle\sum_{\mathbf k}\tau v_x^2\,(\partial f/\partial T)_\mu}{\displaystyle e\sum_{\mathbf k}\tau v_x^2\,(\partial f/\partial\mu)_T}, \tag{7}$$

where $f=[e^{(E-\mu)/k_BT}+1]^{-1}$. This lemma holds also when $\tau$ depends on energy.

*Proof.* Write the occupation as $f+\delta f$, where $f$ contains the local values $\mu(x)$ and $T(x)$. The force on an electron is $-e\mathcal F$, so $\hbar\,dk_x/dt=-e\mathcal F$. To first order in the gradients and the field, the steady Boltzmann equation is

$$v_x\frac{\partial f}{\partial x}-\frac{e\mathcal F}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{\delta f}{\tau}. \tag{8}$$

The first derivative is $\partial f/\partial x=(\partial f/\partial\mu)\,d\mu/dx+(\partial f/\partial T)\,dT/dx$. For the second, $\partial E/\partial k_x=\hbar v_x$. Since $f$ depends on $E$ and $\mu$ through $E-\mu$, also $\partial f/\partial E=-\partial f/\partial\mu$. Hence $\partial f/\partial k_x=-\hbar v_x\,\partial f/\partial\mu$, and the field term in (8) becomes $+e\mathcal F v_x\,\partial f/\partial\mu$. Solving for $\delta f$ gives

$$\delta f=-\tau v_x\left[\frac{\partial f}{\partial\mu}\left(e\mathcal F+\frac{d\mu}{dx}\right)+\frac{\partial f}{\partial T}\frac{dT}{dx}\right]
=-\tau v_x\left[e\mathcal E\frac{\partial f}{\partial\mu}+\frac{\partial f}{\partial T}\frac{dT}{dx}\right]. \tag{9}$$

The local equilibrium part carries no current, because $f$ is even and $v_x$ is odd in $\mathbf k$. With volume $V$ and the spin included in the sum, the current density is

$$J=-\frac eV\sum_{\mathbf k}v_x\,\delta f
=\frac eV\sum_{\mathbf k}\tau v_x^2\left[e\mathcal E\frac{\partial f}{\partial\mu}+\frac{\partial f}{\partial T}\frac{dT}{dx}\right]. \tag{10}$$

Setting $J=0$ and solving for $\mathcal E/(dT/dx)$ gives (7). $\square$

**Remark 2 (sign).** A voltmeter with ideal contacts reads differences of $\mathcal V=\phi-\mu/e$, where $\phi$ is the electrostatic potential. Since $\mathcal F=-d\phi/dx$, equation (6) says $d\mathcal V/dx=-\mathcal E=-S\,dT/dx$. A negative $S$ therefore makes the hot end positive. This is the case in which the thermal current of electrons runs from hot to cold until the voltage stops it.

**Lemma 3 (conductivity of an energy shell).** Let $g(E)$ be the density of states per volume and $N(E)=k^3/(3\pi^2)$ the number of states per volume below $E$. Define

$$\sigma(E)=\frac{e^2\tau g v^2}{3}. \tag{11}$$

Then

$$\sigma(E)=\frac{e^2\tau N(E)}{m_t(E)},\qquad
S=-\frac1{eT}\,\frac{\int(E-\mu)\,\sigma(E)\,w(E)\,dE}{\int\sigma(E)\,w(E)\,dE},\qquad w=-\frac{\partial f}{\partial E}. \tag{12}$$

*Proof.* With two spins, a shell of thickness $dk$ contains $2\cdot4\pi k^2dk/(2\pi)^3=k^2dk/\pi^2$ states per volume. Since $dE=\hbar v\,dk$,

$$g=\frac{k^2}{\pi^2\hbar v}. \tag{13}$$

Insertion into (11) gives

$$\sigma=\frac{e^2\tau k^2v}{3\pi^2\hbar}=e^2\tau\,\frac{k^3}{3\pi^2}\,\frac{v}{\hbar k}=\frac{e^2\tau N}{m_t}.$$

On an isotropic shell the angular average of $v_x^2$ is $v^2/3$. Each sum $V^{-1}\sum\tau v_x^2(\dots)$ in (7) is thus $e^{-2}\int\sigma(E)(\dots)dE$, and the common factor $e^{-2}$ cancels. In the denominator, $\partial f/\partial\mu=w$. In the numerator, put $x=(E-\mu)/k_BT$. Then $\partial x/\partial T=-x/T$ at fixed $\mu$ and $\partial x/\partial E=1/k_BT$, so

$$\left(\frac{\partial f}{\partial T}\right)_\mu=-\frac xT\frac{df}{dx}=-\frac{xk_BT}{T}\frac{\partial f}{\partial E}=\frac{E-\mu}{T}\,w. \tag{14}$$

These two substitutions turn (7) into (12). $\square$

**Remark 3 (why the transport mass appears).** The same mass follows from acceleration of the whole filled sphere. The inverse-mass sum over filled states at zero temperature is

$$\frac1V\sum_{k<k_F}\frac1\hbar\frac{\partial v_x}{\partial k_x}
=\frac{2}{(2\pi)^3\hbar}\,\frac13\int_{k<k_F}\nabla_{\mathbf k}\!\cdot\mathbf v\,d^3k
=\frac{2}{8\pi^3\hbar}\,\frac{4\pi k_F^2v_F}{3}=\frac{k_F^2v_F}{3\pi^2\hbar}=\frac{n}{m_t(E_F)}.$$

The factor $1/3$ comes from isotropy, and the volume integral was turned into the flux of $\mathbf v$ through the Fermi sphere. The states below the Fermi surface have smaller transport masses, but their full curvature tensors average to the inverse transport mass at the surface.

**Lemma 4 (low-temperature expansion).** If $\sigma(E)$ is smooth near $\mu$ and $k_BT\ll\mu$, then

$$S=-\frac{\pi^2k_B^2T}{3e}\frac{\sigma'}{\sigma}\left\{1+(k_BT)^2\left[\frac{7\pi^2}{30}\frac{\sigma'''}{\sigma'}-\frac{\pi^2}{6}\frac{\sigma''}{\sigma}\right]+\dots\right\}, \tag{15}$$

with all derivatives taken at $E=\mu$.

*Proof.* In the variable $x$, the weight is $w\,dE=e^x(1+e^x)^{-2}dx$. It is even in $x$, so its odd moments vanish. Its zeroth moment is $M_0=1$, the total drop of $f$. For $x>0$ it has the series

$$\frac{e^{-x}}{(1+e^{-x})^2}=\sum_{j\ge1}(-1)^{j+1}j\,e^{-jx}.$$

With $\int_0^\infty x^2e^{-jx}dx=2/j^3$ and $\int_0^\infty x^4e^{-jx}dx=24/j^5$, the next even moments are

$$M_2=4\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=4\,\frac{\pi^2}{12}=\frac{\pi^2}{3},\qquad
M_4=48\sum_{j\ge1}\frac{(-1)^{j+1}}{j^4}=48\,\frac{7\pi^4}{720}=\frac{7\pi^4}{15}.$$

The lower limit of the energy integrals has been moved from the band edge to $-\infty$, at a cost that is exponentially small in $\mu/k_BT$. Taylor expansion of $\sigma$ about $\mu$ gives

$$\int(E-\mu)\sigma w\,dE=(k_BT)^2M_2\sigma'+(k_BT)^4\frac{M_4}{6}\sigma'''+\dots,$$

$$\int\sigma w\,dE=\sigma+(k_BT)^2\frac{M_2}{2}\sigma''+\dots$$

Dividing the first line by the second and using $M_4/(6M_2)=7\pi^2/30$ and $M_2/2=\pi^2/6$ gives (15). $\square$

**Proof of the theorem.** To first order in $T$, the braces in (15) equal one. The derivative may also be taken at $E_F$ instead of $\mu$. To see this at fixed density, integrate $\int gf\,dE$ by parts. Since $N'=g$ and $N(0)=0$,

$$n=\int N(E)\,w\,dE=N(\mu)+\frac{\pi^2}{6}(k_BT)^2g'(\mu)+\dots$$

The density is also $N(E_F)$, and $N(\mu)-N(E_F)\approx g\,(\mu-E_F)$. Therefore

$$\mu-E_F=-\frac{\pi^2}{6}(k_BT)^2\,\frac{g'(E_F)}{g(E_F)}+\dots \tag{16}$$

This shift is quadratic in $T$, and it changes $S$ in third order. What remains is the Mott formula,

$$S=-\frac{\pi^2k_B^2T}{3e}\left.\frac{d\ln\sigma}{dE}\right|_{E_F}. \tag{17}$$

By (1), $N\propto k^3\propto\gamma^{3/2}$. With constant $\tau$, Lemma 3 gives

$$\ln\sigma=\text{constant}+\frac32\ln\gamma-\ln(1+2\alpha E). \tag{18}$$

Here $d\gamma/dE=1+2\alpha E$, while the last logarithm has derivative $2\alpha/(1+2\alpha E)$. Thus

$$\frac{d\ln\sigma}{dE}=\frac32\,\frac{1+2\alpha E}{E(1+\alpha E)}-\frac{2\alpha}{1+2\alpha E}. \tag{19}$$

Equation (17) then becomes (2). At $\alpha=0$ the slope is $3/(2E_F)$, and (17) becomes (3). $\square$

The two terms have a direct meaning. A shell at higher energy encloses more states, which raises its conductivity. Its electrons also respond with a larger mass, which lowers the conductivity. The thermopower measures the imbalance between the shells just above and just below the Fermi level, so the growth of the mass reduces $|S|$. Using the correct mass at $E_F$ without its derivative would omit this reduction.

Equation (2) was tested against a three-dimensional evaluation of (7), in which the velocity and the derivatives of $f$ were found by finite differences. For $E_F=1$ eV, $k_BT=1$ meV and $\alpha=0$, 0.1, 0.342, 0.5, 2 and 1000 eV$^{-1}$, the two agree within a relative difference of $2\times10^{-5}$. For $\alpha=0.4$ eV$^{-1}$ at fixed $\mu=1$ eV, halving $k_BT$ from 0.02 to 0.01 eV reduces the relative error of the leading law by a factor 4.002, in accord with the quadratic correction in (15).

## II. Consequences, an oxide film, and the limits of constant relaxation time

The second half uses these results. The Kane band obeys $\gamma=E(1+\alpha E)=\hbar^2k^2/(2m_0)$, and its transport mass is $m_t=m_0(1+2\alpha E)$. The density of states is $g=k^2/(\pi^2\hbar v)$, and the shell conductivity is $\sigma=e^2\tau gv^2/3$. To first order in $T$, $S=-(\pi^2k_B^2T/3e)\,d\ln\sigma/dE$ at $E_F$. For constant $\tau$ the slope is given by (19). Define $\gamma_F=\gamma(E_F)$ and $u=4\alpha\gamma_F$. Equation (5) then reads $1+2\alpha E_F=\sqrt{1+u}$.

**Corollary 1 (fixed density).** Let $k_F=(3\pi^2n)^{1/3}$, so that $u=2\alpha\hbar^2k_F^2/m_0$. Then

$$S=-\frac{\pi^2k_B^2T\,m_0}{e\hbar^2k_F^2}\,R(u),\qquad R(u)=\frac{1+2u/3}{\sqrt{1+u}}. \tag{20}$$

*Proof.* Put $1+2\alpha E_F=\sqrt{1+u}$ into (19), take out a common factor, and use $4\alpha\gamma_F=u$:

$$\frac{d\ln\sigma}{dE}=\frac{3\sqrt{1+u}}{2\gamma_F}-\frac{2\alpha}{\sqrt{1+u}}
=\frac{3}{2\gamma_F\sqrt{1+u}}\left[1+u-\frac{4\alpha\gamma_F}{3}\right]
=\frac{3}{2\gamma_F}\,\frac{1+2u/3}{\sqrt{1+u}}.$$

The Mott formula gives $S=-\pi^2k_B^2T\,R/(2e\gamma_F)$. Replacing $\gamma_F$ by $\hbar^2k_F^2/(2m_0)$ gives (20). $\square$

The factor $R$ compares the Kane band with a parabolic band of the same density and the same $m_0$. Its derivative is

$$\frac{dR}{du}=\frac{\tfrac23(1+u)-\tfrac12\left(1+\tfrac23u\right)}{(1+u)^{3/2}}=\frac{\tfrac16+\tfrac13u}{(1+u)^{3/2}}>0.$$

At fixed density, nonparabolicity therefore raises $|S|$. For small $u$, the expansion is $R=(1+2u/3)(1-u/2+\dots)=1+u/6+\dots$. Without the mass derivative the factor would be $\sqrt{1+u}=1+u/2+\dots$, so the first correction would be three times too large.

We have derived the leading low-temperature thermopower of a Kane band with constant relaxation time and shown that, at fixed density and band-edge mass, nonparabolicity raises its magnitude. What remains is the comparison at fixed Fermi energy, the oxide-film example, and the effects of an energy-dependent relaxation time, finite temperature and film surfaces.
